\section*{Activation Energy and Field Acceleration for a Linearly Lowered Breakdown Barrier}

\section{Definitions and conventions}

A dielectric of thickness $d$ carries a voltage $V$. The field $E=V/d$ is the mean field, taken positive, and $T$ is the absolute temperature of the dielectric. We write $\beta=1/(k_BT)$. The time to breakdown at constant $E$ and $T$ is $t(T,E)$. Two logarithmic derivatives describe how stress accelerates failure:
\begin{equation}
E_a\equiv\left(\frac{\partial\ln t}{\partial\beta}\right)_E,\qquad
\gamma\equiv-\left(\frac{\partial\ln t}{\partial E}\right)_T .
\end{equation}
The first is the apparent activation energy, the slope of an Arrhenius plot at fixed field. The second is the field acceleration: a small increase $\delta E$ divides the lifetime by $e^{\gamma\,\delta E}$. Logarithms are natural, and $t$ inside a logarithm is measured in a fixed unit, which drops out of both derivatives.

The model is
\begin{equation}
t=A\,e^{\beta H(E)},\qquad H(E)=H_0-aE ,
\label{model}
\end{equation}
where $H_0$, $a$ and $A$ depend on neither $T$ nor $E$. It is meant for $0<E<H_0/a$ with $H\gg k_BT$. The coefficient $a$ has the dimension of an electric dipole. Since $1~\mathrm{MV/cm}=0.1~\mathrm{V/nm}$, a dipole of $1~e\,\mathrm{nm}$ lowers the barrier by $0.1$ eV per MV/cm.

\section{The two laws}

The logarithm of (\ref{model}) is
\begin{equation}
\ln t=\ln A+\beta H_0-\beta aE .
\end{equation}
Differentiating at fixed $E$, and then at fixed $T$, gives
\begin{equation}
E_a=H_0-aE,\qquad \gamma=a\beta=\frac{a}{k_BT}.
\label{laws}
\end{equation}
The field dependence of $E_a$ and the whole of $\gamma$ come from the single term $-\beta aE$, the one place where field and temperature meet. Its mixed derivative gives
\begin{equation}
\frac{\partial E_a}{\partial E}=\frac{\partial^2\ln t}{\partial E\,\partial\beta}=-\frac{\partial\gamma}{\partial\beta}=-a .
\end{equation}
The slope of $E_a$ against field and the slope of $\gamma$ against inverse temperature therefore measure the same dipole.

The converse is weaker. Suppose that $E_a=H_0-aE$ at all temperatures. Integrating over $\beta$ at fixed field leaves an unknown function $c(E)$:
\begin{equation}
\ln t=\beta(H_0-aE)+c(E),\qquad \gamma=a\beta-c'(E).
\label{converse}
\end{equation}
Here $c=\ln A$. A straight line of $E_a$ against field fixes the slope of $\gamma$ in $\beta$, but not its intercept. If $\gamma=a\beta$ is also observed, then $c'=0$ and (\ref{model}) follows.

\section{Where the barrier and the prefactor come from}

\subsection{The linear term}

Let $s$ be a coordinate along the path by which a bond breaks, $U(s)$ the energy without field, and $\mu(s)$ the dipole component along the field. The energy in the field is $W(s,E)=U(s)-E\mu(s)$. The barrier is $H=W(s_t,E)-W(s_m,E)$, where the top $s_t$ and the minimum $s_m$ both move with $E$. At either point
\begin{equation}
\frac{d}{dE}W(s_i,E)=\frac{\partial W}{\partial s}\frac{ds_i}{dE}+\frac{\partial W}{\partial E}=-\mu(s_i),
\end{equation}
because $\partial W/\partial s=0$ there. Hence
\begin{equation}
\frac{dH}{dE}=-[\mu(s_t)-\mu(s_m)],\qquad
a=[\mu(s_t)-\mu(s_m)]_{E=0}.
\label{dipole}
\end{equation}
So $a$ is the dipole gained between the bound state and the barrier top. If the local field is a constant multiple of $E$, that multiple is absorbed in $a$. The linear law is the first-order term in $E$. It holds at larger fields when the dipole difference in (\ref{dipole}) stays constant.

\subsection{The escape time}

Take strongly damped motion with friction $\zeta$ independent of $T$ and $E$. In a short time $dt$ the mean displacement is $-W'dt/\zeta$ and the mean square displacement is $2\,dt/(\beta\zeta)$. Let $\tau(s)$ be the mean time to reach an absorbing point $s_b$ from $s$. After $dt$ has passed, the mean remaining time is $\tau(s)-dt$, so
\begin{equation}
-1=-\frac{W'}{\zeta}\tau'+\frac{1}{\beta\zeta}\tau'' .
\end{equation}
Multiplication by $\beta\zeta e^{-\beta W}$ makes the right side a total derivative:
\begin{equation}
\left(e^{-\beta W}\tau'\right)'=-\beta\zeta e^{-\beta W}.
\end{equation}
With a reflecting point $s_r$, where $\tau'=0$, and with $\tau(s_b)=0$, two integrations give
\begin{equation}
\tau(s_m)=\beta\zeta\int_{s_m}^{s_b}\!ds\,e^{\beta W(s)}\int_{s_r}^{s}\!dy\,e^{-\beta W(y)} .
\label{double}
\end{equation}
For $\beta H\gg1$ and $s_b$ well beyond the top, the outer integral comes from near the top and the inner one from the starting well. Let $\kappa_t=|W''(s_t)|$ and $\kappa_m=W''(s_m)$. The two Gaussian integrals are $e^{\beta W(s_t)}\sqrt{2\pi/(\beta\kappa_t)}$ and $e^{-\beta W(s_m)}\sqrt{2\pi/(\beta\kappa_m)}$, so
\begin{equation}
\tau\simeq\frac{2\pi\zeta}{\sqrt{\kappa_m\kappa_t}}\,e^{\beta H}.
\label{kramers}
\end{equation}
The factor $\beta$ in (\ref{double}) has cancelled, and the prefactor does not depend on temperature at this order.

If independent bonds break at rate $1/\tau$ and the dielectric fails when a fraction $f$ is broken, then $1-f=e^{-t/\tau}$ and $t=\tau\ln[1/(1-f)]$. With $f$ fixed, this factor belongs to $A$ and leaves both laws unchanged.

\section{A linear barrier with a field-dependent prefactor}

The curvatures in (\ref{kramers}) may depend on field. Take energy and dipole with the same shape, so that
\begin{equation}
W=(H_0-aE)\sin^2\frac{\pi s}{2}=\frac H2(1-\cos\pi s).
\end{equation}
The minimum stays at $s=0$ and the top at $s=1$, so the barrier is $H_0-aE$ at every field below $H_0/a$. Since $W''=\tfrac12\pi^2H\cos\pi s$, both curvatures have magnitude $\pi^2H/2$, and $A\propto1/H$.

The next correction also follows. Put $u=\beta H$ and $z=\sin(\pi s/2)$, so that $ds=(2/\pi)\,dz/\sqrt{1-z^2}$. The well integral is
\begin{equation}
\frac2\pi\int dz\,e^{-uz^2}\left(1+\frac{z^2}{2}+\dots\right)
=\frac{2}{\sqrt{\pi u}}\left(1+\frac1{4u}+\dots\right),
\end{equation}
because the Gaussian mean of $z^2$ is $1/(2u)$. The top integral has the same correction by symmetry. The product of the two is $1+1/(2u)$ to this order, and
\begin{equation}
\ln t=\text{const}+\beta H-\ln H+\frac{1}{2\beta H}+\dots
\end{equation}
With $dH/dE=-a$, differentiation gives
\begin{align}
E_a&=H-\frac{(k_BT)^2}{2H}+\dots,\\
\gamma&=a\beta-\frac aH-\frac{a\,k_BT}{2H^2}+\dots
\label{offset}
\end{align}
The activation energy is nearly untouched, while $\gamma$ acquires the offset $-a/H$ allowed by (\ref{converse}).

Numbers for $H_0=1.2$ eV, $a=0.130$ eV per MV/cm, 400 K and 5 MV/cm, where $H=0.550$ eV, show the sizes. Direct quadrature of (\ref{double}), with $s_r=-1$ and $s_b=2$, gives $E_a=0.549$ eV and $\gamma=3.527$ cm/MV. The simple law gives $a\beta=3.771$ cm/MV, and including $-a/H$ gives $3.535$ cm/MV. A straight line through the computed $\gamma$ against $\beta$ at 350, 400 and 450 K has slope $0.1303$ eV per MV/cm, close to $a$, and intercept $-0.255$ cm/MV. The leading offset is $-0.236$ cm/MV. Most of the difference comes from the last term of (\ref{offset}): it varies as $1/\beta$, and its tangent at $\beta_0$ adds $-a/(\beta_0H^2)\approx-0.015$ cm/MV to the intercept.

\section{When the barrier coefficients depend on temperature}

Let $a$ depend on $T$, with $H_0$ and $A$ constant. Then $\gamma=\beta a(T)$ still, but
\begin{equation}
E_a=H_0-E\,\frac{d(\beta a)}{d\beta}
=H_0-E\left(a-T\frac{da}{dT}\right),
\end{equation}
where $\beta\,d/d\beta=-T\,d/dT$ was used. If $a\propto T$, the bracket vanishes. The barrier is linear in field at each temperature, yet $E_a=H_0$ at all fields and $\gamma$ does not vary with temperature. Linearity of the barrier is thus insufficient by itself; for both laws (\ref{laws}) to hold, $a$ must be independent of temperature. For $a=a_0+a_1T$ one finds $E_a=H_0-a_0E$ and $\gamma=a_0\beta+a_1/k_B$: the first law survives with slope $a_0$, and $\gamma$ gains an offset that cannot be told apart from the term $-c'(E)$ in (\ref{converse}).

A prefactor $A\propto T^m$ is milder. It contributes $-m\ln\beta$ to $\ln t$, hence $-mk_BT$ to $E_a$. This shift is the same at all fields, and $\gamma$ is unchanged.

\section{What the temperature dependence of $\gamma$ can show}

For any barrier $H(E)$ independent of $T$, with constant $A$,
\begin{equation}
E_a=H(E),\qquad \gamma=-\frac{H'(E)}{k_BT}.
\label{general}
\end{equation}
Inverse-temperature scaling therefore does not establish a linear barrier. Within this class, linearity is shown by a $\gamma$ that does not change with field. Three departures from linearity matter for extrapolation.

\subsection{Stationary points that move}

Let $U=H_0(1-s^2)^2$ and let the field add $-xs$, with $x=aE$. Near the starting minimum put $s=-1+\delta$. There $W\simeq4H_0\delta^2+x-x\delta$, which is least at $\delta=x/(8H_0)$, with value $x-x^2/(16H_0)$. Near the top, $W\simeq H_0-2H_0s^2-xs$ is stationary at $s=-x/(4H_0)$, with value $H_0+x^2/(8H_0)$. Subtraction gives
\begin{equation}
H=H_0-x+\frac{3x^2}{16H_0}+O(x^3).
\end{equation}
The field pushes the minimum and the top towards each other, so the dipole difference shrinks and the barrier falls more slowly than linearly.

\subsection{Random orientation}

Suppose the dipoles point in all directions with equal probability, and the mean rate sets the breakdown time. With $w=\cos\theta$ uniform between $-1$ and $1$ and $y=\beta aE$, the average of the field factor is
\begin{equation}
\frac12\int_{-1}^{1}e^{yw}\,dw=\frac{\sinh y}{y}.
\end{equation}
Then $\ln t=\ln A+\beta H_0-\ln(\sinh y/y)$. The derivative of the last logarithm with respect to $y$ is $L(y)=\coth y-1/y$, while $\partial y/\partial E=a\beta$ and $\partial y/\partial\beta=aE$. Therefore
\begin{equation}
\gamma=a\beta L(y),\qquad E_a=H_0-aE\,L(y).
\end{equation}
For $y\gg1$, $L\simeq1-1/y$, so $\gamma\simeq a\beta-1/E$ and $E_a\simeq H_0-aE+k_BT$. For $y\ll1$, $L\simeq y/3$, so $\gamma\simeq a^2\beta^2E/3$: the acceleration vanishes with the field and scales as $1/T^2$. Both laws in (\ref{laws}) fail in this second limit.

Using the mean rate requires that few bonds of any orientation have broken at failure. For $y\gg1$ the fastest dipoles break about $2y$ times faster than the mean, so the broken fraction must satisfy $f\ll1/(2y)$. At larger $f$ the slower orientations matter and these formulas do not apply.

\subsection{A square-root barrier}

Take $H=h-b\sqrt E$, matched in value and slope to the linear barrier at a stress field $E_s$. The slope condition $b/(2\sqrt{E_s})=a$ gives $b=2a\sqrt{E_s}$. At a lower field $E_u$, the lifetime exceeds that of the linear model by a factor $R$ with
\begin{align}
\ln R&=\beta b\left(\sqrt{E_s}-\sqrt{E_u}\right)-\beta a(E_s-E_u)\nonumber\\
&=\beta a\left(2E_s-2\sqrt{E_sE_u}-E_s+E_u\right)\nonumber\\
&=\beta a\left(\sqrt{E_s}-\sqrt{E_u}\right)^2 .
\end{align}

\section{Worked example: a low-$k$ dielectric between copper lines}

Take a porous organosilicate (SiCOH) of width 30 nm with the round, illustrative parameters $H_0=1.2$ eV and $a=1.3~e\,\mathrm{nm}$, or $0.130$ eV per MV/cm. The linear barrier would vanish at $1.2/0.130=9.23$ MV/cm. Let the lifetime be 1000 s at 400 K and 5 MV/cm, that is, at 15 V.

At this point $E_a=1.2-0.130\times5=0.550$ eV and $k_BT=0.03447$ eV, so
\begin{align}
A&=1000\,e^{-0.550/0.03447}~\mathrm s=1.18\times10^{-4}~\mathrm s,\\
\gamma&=\frac{0.130}{0.03447}~\mathrm{cm/MV}=3.77~\mathrm{cm/MV}.
\end{align}
This $\gamma$ equals $1.64$ decades of lifetime per MV/cm. The model lifetimes in seconds are:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & 4 MV/cm & 5 MV/cm & 6 MV/cm\\
350 & $7.28\times10^5$ & $9.77\times10^3$ & $131$\\
400 & $4.34\times10^4$ & $1000$ & $23.0$\\
450 & $4.85\times10^3$ & $170$ & $5.94$
\end{tabular}
\end{center}
Down the columns, $E_a$ is $0.680$, $0.550$ and $0.420$ eV. Along the rows, $\gamma$ is $4.31$, $3.77$ and $3.35$ cm/MV. Heating and field each weaken the accelerating effect of the other.

Now extrapolate to 380 K and 0.5 MV/cm, or 1.5 V. There $E_a=1.2-0.065=1.135$ eV, and the model lifetime is $1.33\times10^{11}$ s, about 4200 years. Two shortcuts go wrong:
\begin{itemize}
\item Lowering the field from 5 to 0.5 MV/cm at 380 K multiplies the lifetime by $5.74\times10^7$. At 450 K the factor is $3.56\times10^6$. Using the 450 K value at 380 K underestimates the gain by $e^{(3.970-3.352)\times4.5}\approx16$.
\item Cooling from 400 to 380 K multiplies the lifetime by $2.32$ at 5 MV/cm but by $5.66$ at 0.5 MV/cm. The activation energy measured under stress underestimates the benefit of cooling at the use field.
\end{itemize}

\section{How far the example can be trusted}

The following comparisons are made at 400 K. The extrapolations run from 5 to 0.5 MV/cm.

\textbf{Shape of the barrier.} With the same $H_0$ and $a$, the quartic well has a barrier of $0.618$ eV at 5 MV/cm instead of $0.550$ eV, and its slope there is $0.79a$. With constant $A$, its lifetime at 0.5 MV/cm is $5.4$ times the value found by extending its tangent at 5 MV/cm. Random dipoles, matched to the linear model's lifetime at 5 MV/cm, reduce $\gamma$ there from $3.77$ to $3.57$ cm/MV, in agreement with the term $-1/E=-0.2$ cm/MV. At 0.5 MV/cm they give $\gamma=1.95$ cm/MV and a lifetime $0.10$ times the linear one. This match is in lifetime only. Relative to their own tangent at 5 MV/cm, the comparison made for the quartic well, the factor is $0.10\,e^{0.2\times4.5}\approx0.25$. These values use the mean rate and need $f\ll1/(2y)\approx0.027$ at 5 MV/cm; for $f=0.1$ the factor $0.10$ falls to about $0.02$. The matched square-root barrier gives a lifetime $6.7\times10^3$ times longer than the linear one. Among the effects sized here, the choice of field law moves the extrapolated lifetime most.

\textbf{Tunnelling.} For a parabolic barrier top with energy quantum $\hbar\omega$, the transmission at energy $\varepsilon$ relative to the top is $[1+e^{-2\pi\varepsilon/\hbar\omega}]^{-1}$. Put $p=\beta\hbar\omega/(2\pi)<1$ and $z=e^{2\pi\varepsilon/\hbar\omega}$. The thermal average, relative to the classical rate, is
\begin{equation}
\int_{-\infty}^{\infty}\!\frac{\beta e^{-\beta\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/\hbar\omega}}
=p\int_0^\infty\!\frac{z^{-p}\,dz}{1+z}=\frac{\pi p}{\sin\pi p}.
\end{equation}
A rough quantum of $0.10$ eV gives a rate factor of $1.46$ and lowers $E_a$ by $0.028$ eV. The expression diverges at $p=1$, which is 185 K here, well below the temperatures considered. This estimate neglects friction and the quantisation of motion in the starting well. For a harmonic well with the same quantum, the latter would raise the rate by a further factor $\sinh(\pi p)/(\pi p)=1.39$ and lower $E_a$ by a further $\tfrac12\hbar\omega\,L(\pi p)=0.021$ eV, for a total factor of $2.0$ and a total shift of $0.050$ eV.

\textbf{Leakage heating.} A slab with uniform heating $q$, thermal conductivity $K$ and both faces held at one temperature has the profile $qz(d-z)/(2K)$, with maximum $qd^2/(8K)$. For rough values of $10^{-4}~\mathrm{A/cm^2}$ and $0.3$ W/(m K), the rise is about $2\times10^{-7}$ K. Heating of the metal lines is a separate matter and must be included in $T$.

\textbf{Comparison with real interconnects.} The parameters are illustrative and not fitted to a particular film; $H_0$ and $a$ vary with material and processing. The value of $A$ set by the assumed lifetime is about nine orders of magnitude longer than a vibration time of order $10^{-13}$ s, so it should be read as an effective time, not as the attempt period of one bond. Forcing $A=10^{-13}$ s while keeping the 1000 s lifetime would require a barrier higher by $k_BT\ln(1.18\times10^9)\approx0.72$ eV at the stress point. The dipole $a$ is likewise an effective coefficient. A value of $1.3~e\,\mathrm{nm}$ is about eight Si--O bond lengths times $e$, and still about five after division by the Lorentz local-field factor $(\epsilon_r+2)/3=1.5$ for a relative permittivity $\epsilon_r=2.5$. It is too large to be the dipole change of one breaking bond with unit charge, so a coefficient of this size does not identify the microscopic process. Real lines also violate the assumption of uniform spacing. Where 3 nm of the 30 nm is missing, the field is $5\times30/27=5.56$ MV/cm and the local lifetime is shorter by a factor of $8.1$. If this ratio of local to mean field is fixed, both laws survive with $a$ replaced by $1.11a$. Copper drift, moisture and a change of mechanism between stress and use are not modelled. The figure of 4200 years is therefore a consequence of the assumed law, not a prediction for a device. The numerical output following these notes lists the values used.

\section*{Computed results}
\begin{verbatim}
Zero-field barrier H0: 1.20 eV
Effective dipole a: 1.30 e nm = 0.130 eV per MV/cm
Field of zero linear barrier: 9.23 MV/cm
Stress point: 400 K, 5.0 MV/cm, 1000 s
Use point: 380 K, 0.5 MV/cm
Spacing: 30 nm; stress voltage: 15.0 V; use: 1.5 V
Thermal energy at 400 K: 0.03447 eV
Prefactor A: 1.176e-04 s
Ea at 4 MV/cm: 0.680 eV
Ea at 5 MV/cm: 0.550 eV
Ea at 6 MV/cm: 0.420 eV
gamma at 350 K: 4.310 cm/MV = 1.872 decades per MV/cm
gamma at 400 K: 3.771 cm/MV = 1.638 decades per MV/cm
gamma at 450 K: 3.352 cm/MV = 1.456 decades per MV/cm
Lifetime at 350 K; 4, 5, 6 MV/cm: 7.276e+05, 9.771e+03, 1.312e+02 s
Lifetime at 400 K; 4, 5, 6 MV/cm: 4.344e+04, 1.000e+03, 2.302e+01 s
Lifetime at 450 K; 4, 5, 6 MV/cm: 4.853e+03, 1.698e+02, 5.944e+00 s
Lifetime at use point: 1.328e+11 s = 4.212e+03 years
Ea at use field: 1.135 eV
gamma at 380 K: 3.970 cm/MV
Field gain 5 to 0.5 MV/cm at 380 K: 5.736e+07
Same gain at 450 K: 3.562e+06
Ratio of these gains: 16.10
Cooling gain 400 to 380 K at 5 MV/cm: 2.316
Cooling gain 400 to 380 K at 0.5 MV/cm: 5.658
Escape quadrature, fixed stationary points:
  Ea at 400 K, 5 MV/cm: 0.5487 eV
  slope of Ea at 400 K: -0.1304 eV per MV/cm
  gamma at 400 K, 5 MV/cm: 3.5265 cm/MV
  predicted a beta - a/H: 3.5351 cm/MV
  slope of gamma in beta, 5 MV/cm: 0.1303 eV per MV/cm
  intercept of gamma, 5 MV/cm: -0.2550 cm/MV
  predicted offset -a/H: -0.2364 cm/MV
Neglected effects (400 K, 5 MV/cm unless stated):
  quartic-well barrier: 0.6182 eV
  quartic-well slope / a: 0.7858
  quartic / its tangent, life at 0.5 MV/cm: 5.35
  random dipoles, gamma: 3.571 cm/MV
  random dipoles, gamma at 0.5 MV/cm: 1.949 cm/MV
  random / linear, life at 0.5 MV/cm: 0.1024
  square-root / linear, life at 0.5 MV/cm: 6.746e+03
  field where spacing is 3 nm less: 5.556 MV/cm
  life shortened there by factor: 8.13
  barrier quantum (rough): 0.10 eV
  tunnelling rate factor: 1.461
  tunnelling shift of Ea: -0.0284 eV
  tunnelling crossover: 185 K
  leakage (rough): 1e-04 A/cm2; conductivity (rough): 0.3 W/(m K)
  leakage heating: 1.9e-07 K
\end{verbatim}
